# Optimum Pump Power and Net Gain in a Silicon Brillouin Amplifier

## The problem

A silicon waveguide carries a strong continuous pump of power \(P\) and a weak signal of power \(P_s\), both travelling towards \(+z\). The signal frequency lies below the pump frequency by an acoustic frequency \(\Omega/2\pi\), so the signal is the Stokes wave. Brillouin scattering amplifies it at the rate \(GP\). Linear loss \(\alpha\), two-photon absorption and absorption by free carriers oppose the gain.

The pump is in the lowest lateral mode of the core and the signal in the next one. Phase matching is assumed for the Stokes wave alone. The signal is too weak to deplete the pump, and the carriers are in steady state with a fixed lifetime \(\tau\).

**(a)** Show that the local net gain has the form
\[
g(P)\equiv\frac{1}{P_s}\frac{dP_s}{dz}=GP-\alpha-bP-\gamma P^2 ,
\]
and express \(b\) and \(\gamma\) through material constants and the core size.

**(b)** Find the pump power that maximises \(g\), and the maximum.

**(c)** Find the condition on \(G\) for some pump power to give \(g>0\), and the range of powers that do. Restate the condition as a limit on \(\tau\).

**(d)** Evaluate the results for a core of width \(w=1.5\) µm and height 0.22 µm at a wavelength of 1550 nm. Take \(G=500\) W⁻¹m⁻¹, a linear loss of 0.20 dB/cm, a two-photon coefficient \(\beta_m=0.70\) cm/GW, a carrier absorption cross-section \(\sigma=1.0\times10^{-17}\) cm² and \(\tau=2.0\) ns.

## Hints

1. Write the total field as pump plus signal and collect the terms of \(|E|^2E\) that are linear in the signal and oscillate at its frequency. There are two of them.
2. Two absorbed photons make one electron–hole pair. Balance generation against recombination.
3. Complete the square in \(P\), and remember that \(P\) cannot be negative.
4. A condition on the square of \(G-b\) does not fix its sign.

## Solution

### (a) The loss coefficients

**Field and conventions.** Fields vary as \(e^{-i\omega t}\), with \(\omega\) the pump frequency. The signal, at \(\omega-\Omega\), then carries an extra factor \(e^{+i\Omega t}\):
\[
E=a_pu_0+a_su_1e^{i\Omega t},\qquad \int u_0^2\,dA=\int u_1^2\,dA=1 .
\]
The mode profiles are real. The field is scaled so that \(|E|^2\) is intensity, \(|a_p|^2=P\) and \(|a_s|^2=P_s\).

**Two-photon absorption.** An intensity \(I\) decays as \(dI/dz=-\beta_mI^2\), so the field obeys \(\partial E/\partial z=-\tfrac12\beta_m|E|^2E\). To first order in \(a_s\),
\[
|E|^2=Pu_0^2+u_0u_1\left(a_p^*a_se^{i\Omega t}+a_pa_s^*e^{-i\Omega t}\right).
\]
Multiply by \(E\) and keep the terms in \(e^{i\Omega t}\). The steady intensity acting on the signal gives \(Pu_0^2u_1a_s\). The beat acting on the pump gives \(u_0u_1a_p^*a_s\,a_pu_0\), which is the same quantity. The sum is \(2Pu_0^2u_1a_s\). The remaining beat term drives the anti-Stokes wave at \(\omega+\Omega\), which is left out by assumption. Projecting on \(u_1\),
\[
\frac{da_s}{dz}=-\beta_mP\left(\int u_0^2u_1^2\,dA\right)a_s .
\]
Power is the squared modulus of the amplitude, so its decay rate is twice that of the amplitude:
\[
b=2\beta_m\int u_0^2u_1^2\,dA .
\]
For the pump alone there is one term instead of two, so
\[
\frac{dP}{dz}=-\beta P^2,\qquad \beta=\beta_m\int u_0^4\,dA .
\]

**Mode integrals.** Take hard side walls at \(x=\pm w/2\) and profiles uniform in height. With \(\xi=\pi x/w\) and core area \(A_c\),
\[
u_0^2=\frac{2}{A_c}\cos^2\xi,\qquad u_1^2=\frac{2}{A_c}\sin^2 2\xi .
\]
The average of \(\cos^4\xi\) over the width is \(3/8\). Also
\[
\langle\cos^2\xi\,\sin^22\xi\rangle=\tfrac14\langle(1+\cos2\xi)(1-\cos4\xi)\rangle=\tfrac14,
\]
because the cosines and their product average to zero. Therefore
\[
\beta=\beta_mA_c\frac{4}{A_c^2}\,\frac38=\frac{3\beta_m}{2A_c},\qquad
b=2\beta_mA_c\frac{4}{A_c^2}\,\frac14=\frac{2\beta_m}{A_c}=\frac43\beta .
\]
If both waves shared one mode, \(b\) would be \(2\beta\). The smaller factor here reflects the smaller overlap of two different modes.

**Free carriers.** The pump loses \(\beta P^2\) per unit length to two-photon absorption. Each pair of photons, of energy \(2\hbar\omega\), makes one electron–hole pair, so \(\beta P^2/(2\hbar\omega)\) pairs appear per unit length and time. If diffusion spreads them evenly over the core, the balance with recombination is
\[
\frac{N}{\tau}=\frac{\beta P^2}{2\hbar\omega A_c}.
\]
The carriers absorb the signal at the rate \(\sigma N=\gamma P^2\), with
\[
\gamma=\frac{\sigma\tau\beta}{2\hbar\omega A_c}.
\]
Adding the Brillouin gain and the linear loss gives the stated \(g(P)\). This \(\gamma\) contains the steady carrier density; the part of the density that oscillates at \(\Omega\) is the subject of the first variation.

### (b) The best pump power

Let \(s=G-b\), the net slope of the gain at low power. Completing the square,
\[
g(P)=sP-\alpha-\gamma P^2=\frac{s^2}{4\gamma}-\alpha-\gamma\left(P-\frac{s}{2\gamma}\right)^2 .
\]
Since \(\gamma>0\), the last term is never positive. If \(s>0\), it vanishes at an allowed power, and
\[
\boxed{P^*=\frac{G-b}{2\gamma},\qquad g^*=\frac{(G-b)^2}{4\gamma}-\alpha}
\]
If \(s\le0\), the slope \(g'(P)=s-2\gamma P\) is negative for every \(P>0\). The best choice is then no pump, with \(g=-\alpha\).

At \(P^*\) the carrier loss is \(\gamma P^{*2}=\tfrac12sP^*\). Carriers thus consume half of the gain left after two-photon loss. At twice the optimum they consume all of it: \(2sP^*-4\gamma P^{*2}=0\), so \(g(2P^*)=-\alpha\). The linear loss does not enter \(P^*\), because it lowers the whole curve by the same amount.

### (c) The condition for net gain

For \(s>0\), some power gives \(g>0\) if and only if \(g^*>0\), that is \(s^2>4\alpha\gamma\). Both sides of \(s>2\sqrt{\alpha\gamma}\) are positive, so the root may be taken:
\[
\boxed{G>b+2\sqrt{\alpha\gamma}}
\]
This inequality contains \(s>0\). The squared form alone would also admit large negative \(s\), where no pump power gives gain.

The edges of the gain window solve \(\gamma P^2-sP+\alpha=0\):
\[
P_\pm=\frac{s\pm\sqrt{s^2-4\alpha\gamma}}{2\gamma},\qquad P_+P_-=\frac{\alpha}{\gamma}.
\]
Below \(P_-\) the linear loss wins; above \(P_+\) the carriers win. At threshold the edges merge at \(P=\sqrt{\alpha/\gamma}\), where linear and carrier losses are equal.

Two limits show what each loss does. As \(\gamma\to0\), the condition becomes \(G>b\), but \(P^*\) grows without bound. As \(\alpha\to0\), the condition is again \(G>b\), while \(P^*\) stays finite and \(P_-\) falls to zero. Two-photon absorption sets a minimum \(G\) that no reduction of \(\alpha\) or \(\tau\) removes.

To restate the condition for the lifetime, insert \(\gamma\) in \(s^2>4\alpha\gamma\):
\[
s>0\quad\text{and}\quad \tau<\tau_{\max}=\frac{s^2\,\hbar\omega A_c}{2\alpha\sigma\beta}.
\]

### (d) Numbers

The core area is 0.330 µm² and the photon energy \(1.282\times10^{-19}\) J. The linear loss is \(\alpha=4.605\) m⁻¹, since 1 m⁻¹ equals \(10/(100\ln10)=0.04343\) dB/cm. In SI units \(\beta_m=7.0\times10^{-12}\) m/W and \(\sigma=1.0\times10^{-21}\) m². Then
\[
\beta=\frac{1.5\times7.0\times10^{-12}}{0.330\times10^{-12}}=31.8\ \mathrm{W^{-1}m^{-1}},\qquad b=\tfrac43\beta=42.4\ \mathrm{W^{-1}m^{-1}},
\]
\[
\gamma=\frac{(1.0\times10^{-21})(2.0\times10^{-9})(31.8)}{2(1.282\times10^{-19})(0.330\times10^{-12})}=752\ \mathrm{W^{-2}m^{-1}} .
\]
The slope is \(s=500-42.4=457.6\) W⁻¹m⁻¹, so
\[
P^*=\frac{457.6}{2\times752}=0.304\ \mathrm W=304\ \mathrm{mW},
\]
\[
g^*=69.6-4.6=65.0\ \mathrm{m^{-1}}=2.82\ \mathrm{dB/cm}.
\]
The carrier density at this power is \(7.0\times10^{16}\) cm⁻³. The peak is broad: at half the optimum power the net gain is still 2.07 dB/cm. At twice the optimum it is −0.20 dB/cm, the bare linear loss.

The least Brillouin coefficient that gives net gain is
\[
42.4+2\sqrt{4.605\times752}=160\ \mathrm{W^{-1}m^{-1}},
\]
reached at a pump power of 78 mW. For the actual \(G\), the window runs from 10.2 to 598 mW. With \(G\), \(\alpha\) and the other constants held fixed, the longest lifetime that permits gain is 30 ns.

The assumption of evenly spread carriers can be tested. The two-mode field was set up on a lateral grid, and carrier diffusion was solved with a diffusion constant of 18 cm²/s and no flow through the side walls. With only the steady part of the density kept, the window came out as 10.24 to 598.4 mW, against 10.24 to 598.0 mW from the formula. At \(P^*\) the uneven density changes the signal's carrier loss by −0.07%.

### How the model compares with a real device

The parameters are rough values meant for a suspended silicon waveguide guiding two optical modes. The hard-wall profiles are an idealisation: real modes extend beyond the core and vary over its height, which changes \(\beta\), \(b\) and \(\gamma\). The size can be estimated by giving the modes the vertical profile of a silicon slab in air, with the hard side walls kept. This raises \(b\) by about 20% and \(\gamma\) by about 25%. At fixed \(G\), the optimum then falls to about 240 mW and the net gain to about 2.1 dB/cm. This scalar estimate overstates the shift: full-vector modes of the bare core in air, with an isotropic nonlinearity, raise \(b\) by about 8% and \(\gamma\) by about 18%, which gives an optimum near 255 mW and 2.3 dB/cm. The digits in (d) therefore describe the idealised model; a real design needs computed mode profiles. The lifetime depends on surfaces and on how carriers escape, so it is a property of the device rather than of silicon. If carriers can spread into side membranes, \(\tau\) must be the effective lifetime in the core, which includes this escape. Since \(\gamma\propto\tau\), doubling \(\tau\) with all else fixed halves both \(P^*\) and \(g^*+\alpha\).

Carrier absorption in silicon grows somewhat faster than linearly with density. Suppose it follows \(N^{1.14}\), a rough exponent, and agrees with \(\sigma N\) at \(P^*\). As \(N\propto P^2\), the loss becomes \(\gamma P^2(P/P^*)^{0.28}\). Setting the derivative of the gain to zero gives
\[
s=2.28\,\gamma P\left(\frac{P}{P^*}\right)^{0.28}.
\]
With \(s=2\gamma P^*\), this is \((P/P^*)^{1.28}=1/1.14\). The optimum moves to 275 mW, with a gain of 2.86 dB/cm. The threshold values move more, because they belong to a density near \(5\times10^{15}\) cm⁻³, about 15 times lower than at \(P^*\). The least \(G\) falls from 160 to about 141 W⁻¹m⁻¹ and the longest lifetime rises from 30 to about 43 ns. The upper edge of the window falls from 598 to about 515 mW.

Heating shifts the acoustic resonance. If all the pump power lost at \(P^*\) became heat, it would amount to 25.5 W/m. Let this heat leave through two side membranes, each 3 µm long and 80 nm thick, with conductivity 60 W/(m K). The core then warms by
\[
\frac{25.5\times3\times10^{-6}}{2\times60\times80\times10^{-9}}=8.0\ \mathrm K .
\]
For a 6 GHz resonance that drifts by 30 ppm/K, the shift is 1.4 MHz. With a Lorentzian line 12 MHz wide and no retuning of the signal, \(G\) falls by 5% and the net gain at \(P^*\) by about 13%. The drift grows steeply with power: without retuning, the upper edge of the gain window falls from 598 to about 420 mW. These thermal inputs are rough too. The following variations treat two further corrections.

## Variation 1: carriers that follow the beat

**Question.** Pump and signal beat at \(\Omega\), so carrier generation is modulated as well. How does this change the optimum for \(\Omega/2\pi=6\) GHz?

**Solution.** Carriers absorb and also lower the refractive index, so
\[
\frac{\partial E}{\partial z}=-\tfrac12\sigma(1+i\mu)NE,\qquad \mu=\frac{2k_0}{\sigma}\left|\frac{dn}{dN}\right| ,
\]
where \(k_0\) is the vacuum wavenumber. The sign of \(i\mu\) follows from \(ik_0\,\Delta n\) with \(\Delta n<0\).

Pairs are generated at the rate \(\beta_m|E|^4/(2\hbar\omega)\) per volume. Squaring the expression for \(|E|^2\) in part (a), the part of \(|E|^4\) linear in \(a_s\) at \(e^{i\Omega t}\) is \(2Pu_0^3u_1a_p^*a_s\). The product formulas for sines and cosines give
\[
u_0u_1=\frac{1}{A_c}(\sin\xi+\sin3\xi),
\]
\[
u_0^3u_1=\frac{1+\cos2\xi}{A_c^2}(\sin\xi+\sin3\xi)=\frac{1}{A_c^2}\left(\sin\xi+\tfrac32\sin3\xi+\tfrac12\sin5\xi\right).
\]
For odd \(m\), \(\sin m\xi\) has zero slope at the walls, so it is a diffusion mode. It decays at the rate \(\rho_m=1/\tau+D(m\pi/w)^2\). Under driving at \(e^{i\Omega t}\), its amplitude is the generation amplitude divided by \(\rho_m+i\Omega\). Hence
\[
N_\Omega=\frac{\beta_mPa_p^*a_s}{\hbar\omega A_c^2}\left[\frac{\sin\xi}{\rho_1+i\Omega}+\frac{3}{2}\frac{\sin3\xi}{\rho_3+i\Omega}+\dots\right].
\]
This density acts on the pump field \(a_pu_0\) and is projected on \(u_1\). The \(\sin5\xi\) term drops out because \(u_0u_1\) does not contain it. Each squared sine averages to \(\tfrac12\), so the extra power loss is
\[
\frac{\sigma\beta_mP^2}{\hbar\omega A_c^2}\,\mathrm{Re}\left\{(1+i\mu)\left[\frac{1/2}{\rho_1+i\Omega}+\frac{3/4}{\rho_3+i\Omega}\right]\right\}.
\]
Dividing by \(\gamma P^2=3\sigma\tau\beta_mP^2/(4\hbar\omega A_c^2)\) gives the ratio
\[
r=\frac{1}{3\tau}\,\mathrm{Re}\left\{(1+i\mu)\left[\frac{2}{\rho_1+i\Omega}+\frac{3}{\rho_3+i\Omega}\right]\right\}.
\]
For \(\sigma\) and \(dn/dN\) independent of density, the extra loss is also quadratic in \(P\), so at a fixed lifetime the results of (b) and (c) hold with \(\gamma\) replaced by \(\gamma(1+r)\). The carrier pattern's variation along \(z\) has been ignored. It would add \(Dq^2\) to each \(\rho_m\), where \(q\) is the difference of the two propagation constants, so it is safe to ignore if \(Dq^2\ll\rho_1\).

Take \(|dn/dN|=3\times10^{-21}\) cm³, a rough value near this density, and \(D=18\) cm²/s. Then \(\mu=24.3\), \(\rho_1=8.40\times10^9\) s⁻¹ and \(\rho_3=7.16\times10^{10}\) s⁻¹. For effective indices that differ by about 0.15, a slab estimate for this core, \(Dq^2\) is about \(7\times10^8\) s⁻¹, less than a tenth of \(\rho_1\). Since
\[
\mathrm{Re}\,\frac{1+i\mu}{\rho+i\Omega}=\frac{\rho+\mu\Omega}{\rho^2+\Omega^2},
\]
and \(\mu\Omega=9.2\times10^{11}\) s⁻¹ far exceeds both rates, the effect comes mainly from the index change. The result is \(r=0.28\) for side walls that carriers cannot cross.

The optimum falls to \(304/1.282=237\) mW and the net gain to 2.16 dB/cm. The threshold \(G\) rises from 160 to 176 W⁻¹m⁻¹. These figures keep \(\sigma\) and \(dn/dN\) fixed. At the much lower density of the threshold, empirical fits for silicon give a larger \(|dn/dN|\), about \(4.5\times10^{-21}\) cm³, and a smaller \(\sigma\). There \(r\) is nearer 0.6, and beating raises the threshold from about 140 to about 165 W⁻¹m⁻¹. The lifetime limit changes little: \(\tau\) enters \(r\tau\) only through the small term \(1/\tau\) in \(\rho_m\), so \(r\tau\) stays near \(0.28\times2.0=0.56\) ns. The condition becomes roughly \(\tau+0.56\ \mathrm{ns}<\tau_{\max}\).

## Variation 2: a device of finite length

**Question.** The pump decays along a 2 cm amplifier. What launched power \(P_0\) gives the largest total signal gain?

**Solution.** Assume the same linear and carrier absorption for both modes. Then
\[
\frac{dP}{dz}=-\ell(P),\qquad \ell(P)=\alpha P+\beta P^2+\gamma P^3 .
\]
With \(P\) as the variable instead of \(z\), the output power \(P_L\) and the total gain obey
\[
L=\int_{P_L}^{P_0}\frac{dP}{\ell(P)},\qquad
\ln\frac{P_s(L)}{P_s(0)}=\int_{P_L}^{P_0}\frac{g(P)}{\ell(P)}\,dP .
\]
Change \(P_0\) at fixed \(L\). The first relation gives \(dP_L/\ell(P_L)=dP_0/\ell(P_0)\). Using this in the derivative of the second,
\[
\frac{d}{dP_0}\ln\frac{P_s(L)}{P_s(0)}=\frac{g(P_0)-g(P_L)}{\ell(P_0)}
=\frac{(P_0-P_L)\left[s-\gamma(P_0+P_L)\right]}{\ell(P_0)} .
\]
For \(s>0\) this is positive at small \(P_0\). Since \(P_L\) rises with \(P_0\), the bracket changes sign once, at
\[
P_0+P_L=\frac{s}{\gamma}=2P^* .
\]
The best launched and output powers lie symmetrically about the local optimum. The pump enters too strong and leaves too weak by the same amount. As \(L\to0\), \(P_L\to P_0\) and the condition returns \(P_0=P^*\).

Without the beating of Variation 1, launching \(P^*=304\) mW leaves 137 mW after 2 cm and yields 4.70 dB. A pump held at \(P^*\) throughout would give 5.64 dB. The best launch is 460 mW, which yields 4.93 dB; the symmetry rule then puts the output power at \(608-460=148\) mW. Raising the launch by half thus gains about 0.2 dB if heating is ignored. With the heating estimate above, the acoustic resonance drifts by several megahertz along the guide at this launch. The advantage over 304 mW then disappears, even with the signal frequency set to its best fixed value.

If the beating is included in the signal loss, the best launch is 334 mW and the gain 3.99 dB. The pump equation is unchanged, because the beating acts back on the pump only at second order in the signal. The main values of (d) and of the two variations without heating are listed in the numerical output below.

## Computed values

```
Inputs: wavelength 1550 nm, core 1.50 x 0.22 um, area 0.330 um^2
Brillouin gain coefficient G = 500 1/(W m)
linear loss = 0.20 dB/cm = 4.605 1/m
material two-photon coefficient = 0.70 cm/GW
carrier absorption cross-section = 1.00e-17 cm^2
carrier lifetime = 2.0 ns
photon energy = 0.7999 eV = 1.2816e-19 J
pump two-photon coefficient beta = 31.82 1/(W m)
signal cross-two-photon coefficient b = 42.42 1/(W m)
free-carrier coefficient gamma = 752.3 1/(W^2 m)
slope s = G - b = 457.58 1/(W m)
OPTIMUM pump power P* = 304.1 mW
OPTIMUM net gain g* = 64.97 1/m = 2.822 dB/cm
at P*: s P* = 139.15 1/m, carrier loss = 69.57 1/m
carrier density at P* = 6.96e+16 cm^-3
net gain at 0.5 P* = 2.066 dB/cm
net gain at 2.0 P* = -0.200 dB/cm
gain window: 10.24 to 598.0 mW
window from field model: 10.24 to 598.4 mW
THRESHOLD G = 160.1 1/(W m)
pump power at that threshold = 78.2 mW
longest lifetime allowing gain = 30.2 ns
--- neglected effects ---
beating inputs: D = 18 cm^2/s, |dn/dN| = 3.0e-21 cm^3, f = 6.0 GHz
mu = 24.32, rho1 = 8.396e+09 1/s, rho3 = 7.156e+10 1/s
beating adds r = 0.282 of gamma (dimensionless)
with beating: P* = 237.1 mW, g* = 2.156 dB/cm
with beating: threshold G = 175.7 1/(W m)
with beating: longest-lifetime formula does not apply unchanged
uneven carrier density changes signal loss by -0.065 %
absorption as N^1.14: P* = 274.5 mW, g* = 2.863 dB/cm
device length = 2.0 cm
launch P*: pump out = 136.6 mW, signal gain = 4.697 dB
constant P* would give 5.643 dB
best launch = 460 mW, signal gain = 4.927 dB
best launch with beating = 334 mW, signal gain = 3.992 dB
heat inputs: wing 3.0 um long, 80 nm thick, 60 W/(m K)
acoustic inputs: 30 ppm/K, linewidth 12 MHz
heat at P* (upper estimate) = 25.50 W/m, warming = 7.97 K
acoustic shift = 1.43 MHz, drop of G if not retuned = 5.4 %
```
